**Mean inner potential of silicon: scattering, second moments and slabs**

The program examines V0 = h²/(2πmeΩ) Σf(0) = e/(6ε0Ω) Σ⟨r²⟩, where V0 is the mean potential inside a crystal relative to vacuum, Ω the cell volume, f(0) the forward first-Born amplitude and ⟨r²⟩ the second moment of an atom's electrons. It asserts that f(0) from the second moment agrees with the integrated atomic potential and with the small-angle limit of scattering. It also asserts that Poisson's equation for (001) and (110) slabs gives the same V0, and that the split into a boundary step and a cell term adds up. Hartree–Fock atoms give 13.6 V for silicon, without correlation or relativity. Further assertions cover the quadratic fall of V0 when the electron clouds contract and its rise or fall when surface electrons move outward or inward. Forming the Si–Si bond of disilane from two radicals lowers the electronic second moment by 1.13 bohr², which corresponds to about −0.95 V in a bond-additive estimate. The sign of that bond effect is a computed output, not an asserted condition, and the estimate is not a calculation of the crystal.

## Program and output

```python
"""
Mean inner potential V0 of silicon from neutral atoms.
Result under test (vacuum potential = 0, cell volume Omega):
  V0 = h^2/(2 pi m e Omega) * sum f(0) = e/(6 eps0 Omega) * sum <r^2>
f(0): forward first-Born electron scattering amplitude of an atom;
<r^2>: integral of r^2 times electron density, summed over all electrons.
Slabs of atoms are solved by Poisson's equation as an independent road.
Contraction, surface dipoles and the formation of a Si-Si bond are examined.
Internal units are atomic units; printed units are stated on each line.
"""
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from pyscf import gto, scf

BOHR = sc.value('Bohr radius') * 1e10
HARTREE = sc.value('Hartree energy in eV')
a_ang = sc.value('lattice parameter of silicon') * 1e10
a = a_ang / BOHR
omega = a**3
Z = 14


def hartree_fock(atoms, basis, spin):
    """Return molecule, total density matrix and electronic <r^2>."""
    mol = gto.M(atom=atoms, basis=basis, spin=spin, unit='Bohr', verbose=0)
    mf = scf.RHF(mol) if spin == 0 else scf.ROHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    if not mf.converged:
        guess = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(*guess)
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    if dm.ndim == 3:
        dm = dm[0] + dm[1]
    with mol.with_common_orig((0.0, 0.0, 0.0)):
        r2 = np.einsum('ij,ji->', mol.intor('int1e_r2'), dm)
    return mol, dm, float(r2)


# Free silicon atom in two basis sets
origin = (0.0, 0.0, 0.0)
_, _, r2_small = hartree_fock([['Si', origin]], 'aug-cc-pvtz', 2)
mol, dm, r2 = hartree_fock([['Si', origin]], 'aug-cc-pvqz', 2)
assert abs(r2_small / r2 - 1) < 0.01

# Spherically averaged density on a radial grid
r_max = 30.0
r = r_max * np.linspace(0, 1, 701)**3
u, wu = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
uu, pp = np.meshgrid(u, phi, indexing='ij')
st = np.sqrt(1 - uu**2)
directions = np.stack([st*np.cos(pp), st*np.sin(pp), uu], -1).reshape(-1, 3)
weights = np.repeat(wu / 2 / 12, 12)
points = (r[:, None, None] * directions[None]).reshape(-1, 3)
ao = mol.eval_gto('GTOval_sph', points)
density = np.sum((ao @ dm) * ao, axis=1).reshape(len(r), -1) @ weights


def integral(values):
    return float(CubicSpline(r, values).integrate(0, r_max))


def outer_integral(values):
    """Integral from each radius to the end of the grid."""
    anti = CubicSpline(r, values).antiderivative()
    return anti(r_max) - anti(r)


electrons = integral(4*np.pi*r**2*density)
assert abs(electrons - Z) < 1e-3

# Forward amplitude: integral of the atom's electrostatic potential
outer_charge = outer_integral(4*np.pi*r**2*density)
outer_inverse = outer_integral(4*np.pi*r*density)
potential_integral = 4*np.pi*integral(r*outer_charge - r**2*outer_inverse)
f0_potential = potential_integral / (2*np.pi)
f0 = r2 / 3
assert abs(f0_potential / f0 - 1) < 1e-3


def born_amplitude(q):
    """Amplitude from nuclear charge minus X-ray form factor."""
    missing = integral(4*np.pi*r**2*density*(1 - np.sinc(q*r/np.pi)))
    return 2 * missing / q**2


f0_limit = (4*born_amplitude(0.03) - born_amplitude(0.06)) / 3
assert abs(f0_limit / f0 - 1) < 1e-3

# Neutral-atom mean inner potential, SI formula and second-moment formula
prefactor = sc.h**2 / (2*np.pi*sc.m_e*sc.e) * 1e20
v0_scattering = prefactor * 8 * f0_potential * BOHR / a_ang**3
v0 = 2*np.pi/3 * 8 * r2 / omega * HARTREE
assert abs(v0_scattering / v0 - 1) < 1e-3

# Slab of silicon layers: integrate Poisson's equation from the vacuum
planar_anti = CubicSpline(r, 2*np.pi*r*density).antiderivative()


def planar_density(z):
    return planar_anti(r_max) - planar_anti(np.minimum(np.abs(z), r_max))


def slab(spacing, scale=1.0, moved=0.0, distance=0.0):
    """Mean interior potential, cell-boundary value, cell moment (volts).

    scale contracts each electron cloud; moved electrons per area are
    displaced outward by distance at both surfaces.
    """
    m, side_layers = 600, 15
    h = spacing / m
    pad = int(r_max / h)
    mid = side_layers*m + pad
    z = h * np.arange(-mid, mid + 1)
    areal = 8 / omega * spacing
    cloud = planar_density(h*np.arange(-pad, pad + 1)/scale) / scale
    # Remove the tiny quadrature remainder so that the slab is neutral
    assert abs(cloud.sum()*h - Z) < 2e-3
    cloud *= Z / (cloud.sum()*h)
    rho = np.zeros_like(z)
    for layer in range(-side_layers, side_layers + 1):
        c = mid + layer*m
        rho[c-pad:c+pad+1] -= areal*cloud
        rho[c] += areal*Z/h
    if moved:
        edge = side_layers*spacing
        width = 0.5

        def sheet(centre):
            x = (np.abs(z) - centre) / width
            return np.exp(-x**2/2) / (width*np.sqrt(2*np.pi))
        rho -= moved*(sheet(edge + distance) - sheet(edge))
    field = 4*np.pi*h*np.cumsum(rho)
    v = np.concatenate([[0.0], -h*np.cumsum(field)[:-1]]) * HARTREE
    assert abs(v[-1]) < 1e-4
    cell = slice(mid - m//2, mid + m//2 + 1)
    w = np.ones(m + 1)
    w[[0, -1]] = 0.5
    mean = np.sum(w*v[cell]) / m
    moment = -2*np.pi/spacing*np.sum(w*z[cell]**2*rho[cell])*h*HARTREE
    return mean, v[mid + m//2], moment


d001, d110 = a/4, a/np.sqrt(8)
slab001, slab110 = slab(d001), slab(d110)
for mean, boundary, moment in (slab001, slab110):
    assert abs(mean / v0 - 1) < 1e-3
    assert abs(mean - boundary - moment) < 2e-3

# Contraction of all electron clouds at fixed nuclei
scale = 0.95
contracted = slab(d001, scale=scale)[0]
assert contracted < slab001[0]
assert abs(contracted/slab001[0] - scale**2) < 1e-3

# Electron displacement at the surface, in both directions
per_atom = 0.05
moved = per_atom * 2 / a**2
distance = 1.0 / BOHR
shift_formula = 4*np.pi*moved*distance*HARTREE
outward = slab(d001, moved=moved, distance=distance)[0] - slab001[0]
inward = slab(d001, moved=moved, distance=-distance)[0] - slab001[0]
assert inward < 0 < outward
assert abs(outward - shift_formula) < 1e-3
assert abs(inward + shift_formula) < 1e-3

# One Si-Si bond: disilane against two SiH3 radicals in the same places
bond = np.sqrt(3)*a/4
sih_ang = 1.48
sih = sih_ang / BOHR
half = [('Si', np.array([0, 0, bond/2]))]
for angle in 2*np.pi*np.arange(3)/3:
    radial = sih*np.sqrt(8)/3
    half.append(('H', np.array([radial*np.cos(angle),
                              radial*np.sin(angle), bond/2 + sih/3])))
real = [[s, tuple(x)] for s, x in half]
other = [[s, tuple(-x)] for s, x in half]
ghost = [['ghost-' + s, x] for s, x in other]
basis = 'def2-tzvp'
molecule, _, r2_molecule = hartree_fock(real + other, basis, 0)
_, _, r2_radical = hartree_fock(real + ghost, basis, 1)
delta_bond = r2_molecule - 2*r2_radical
bond_shift = 2*np.pi/3 * 16 * delta_bond / omega * HARTREE
nuclear = np.sum(molecule.atom_charges()
                 * np.sum(molecule.atom_coords()**2, axis=1))
net_molecule = r2_molecule - nuclear
_, _, r2_si = hartree_fock([['Si', origin]], basis, 2)
_, _, r2_h = hartree_fock([['H', origin]], basis, 1)
assert abs(r2_h - 3) < 0.1  # exact hydrogen value is 3 bohr^2
net_atoms = 2*r2_si + 6*r2_h

print(f"Silicon lattice parameter: {a_ang:.4f} angstrom")
print(f"Cubic cell volume: {a_ang**3:.3f} angstrom^3")
print(f"Bohr radius: {BOHR:.5f} angstrom")
print(f"h^2/(2 pi m e): {prefactor:.4f} V angstrom^2")
print(f"e/(6 eps0): {sc.e/(6*sc.epsilon_0)*1e10:.4f} V angstrom")
print(f"Si <r^2>, aug-cc-pVTZ: {r2_small:.4f} bohr^2")
print(f"Si <r^2>, aug-cc-pVQZ: {r2:.4f} bohr^2")
print(f"Si <r^2>, aug-cc-pVQZ: {r2*BOHR**2:.4f} angstrom^2")
print(f"f(0) from <r^2>: {f0*BOHR:.4f} angstrom")
print(f"f(0) from potential integral: {f0_potential*BOHR:.4f} angstrom")
print(f"f(0) from small-q limit: {f0_limit*BOHR:.4f} angstrom")
print(f"Neutral-atom V0 from <r^2>: {v0:.3f} V")
print(f"Neutral-atom V0 from potential integral: {v0_scattering:.3f} V")
for name, d, values in (('001', d001, slab001), ('110', d110, slab110)):
    print(f"({name}) layer spacing: {d*BOHR:.4f} angstrom")
    print(f"({name}) slab interior mean: {values[0]:.3f} V")
    print(f"({name}) cell-boundary potential: {values[1]:.3f} V")
    print(f"({name}) cell second-moment part: {values[2]:.3f} V")
print(f"Contraction scale: {scale:.2f} (no unit)")
print(f"V0 after contraction: {contracted:.3f} V")
print(f"Electrons displaced per surface atom: {per_atom:.2f}")
print(f"Displacement: {distance*BOHR:.2f} angstrom")
print(f"V0 change, electrons outward: {outward:+.3f} V")
print(f"V0 change, electrons inward: {inward:+.3f} V")
print(f"Si-Si bond length: {bond*BOHR:.4f} angstrom")
print(f"Chosen Si-H length: {sih_ang:.2f} angstrom")
print(f"Disilane electronic <r^2>: {r2_molecule:.3f} bohr^2")
print(f"Two SiH3 radicals, electronic <r^2>: {2*r2_radical:.3f} bohr^2")
print(f"Change on forming Si-Si bond: {delta_bond:+.3f} bohr^2")
print(f"Bond-additive V0 indication: {bond_shift:+.3f} V")
print(f"Disilane nuclear second moment: {nuclear:.3f} bohr^2")
print(f"Disilane net second moment: {net_molecule:.3f} bohr^2")
print(f"Si atom <r^2>, def2-TZVP: {r2_si:.3f} bohr^2")
print(f"H atom <r^2>, def2-TZVP: {r2_h:.3f} bohr^2")
print(f"Free atoms of disilane, sum: {net_atoms:.3f} bohr^2")
print(f"Molecule relative to atoms: {100*(net_molecule/net_atoms-1):+.2f} %")
print("all assertions hold")
```

Output:

```
Silicon lattice parameter: 5.4310 angstrom
Cubic cell volume: 160.193 angstrom^3
Bohr radius: 0.52918 angstrom
h^2/(2 pi m e): 47.8776 V angstrom^2
e/(6 eps0): 30.1585 V angstrom
Si <r^2>, aug-cc-pVTZ: 32.3601 bohr^2
Si <r^2>, aug-cc-pVQZ: 32.2780 bohr^2
Si <r^2>, aug-cc-pVQZ: 9.0388 angstrom^2
f(0) from <r^2>: 5.6936 angstrom
f(0) from potential integral: 5.6936 angstrom
f(0) from small-q limit: 5.6936 angstrom
Neutral-atom V0 from <r^2>: 13.613 V
Neutral-atom V0 from potential integral: 13.613 V
(001) layer spacing: 1.3578 angstrom
(001) slab interior mean: 13.613 V
(001) cell-boundary potential: 9.510 V
(001) cell second-moment part: 4.104 V
(110) layer spacing: 1.9202 angstrom
(110) slab interior mean: 13.613 V
(110) cell-boundary potential: 6.868 V
(110) cell second-moment part: 6.746 V
Contraction scale: 0.95 (no unit)
V0 after contraction: 12.286 V
Electrons displaced per surface atom: 0.05
Displacement: 1.00 angstrom
V0 change, electrons outward: +0.613 V
V0 change, electrons inward: -0.613 V
Si-Si bond length: 2.3517 angstrom
Chosen Si-H length: 1.48 angstrom
Disilane electronic <r^2>: 311.263 bohr^2
Two SiH3 radicals, electronic <r^2>: 312.391 bohr^2
Change on forming Si-Si bond: -1.128 bohr^2
Bond-additive V0 indication: -0.951 V
Disilane nuclear second moment: 239.664 bohr^2
Disilane net second moment: 71.600 bohr^2
Si atom <r^2>, def2-TZVP: 32.141 bohr^2
H atom <r^2>, def2-TZVP: 2.991 bohr^2
Free atoms of disilane, sum: 82.225 bohr^2
Molecule relative to atoms: -12.92 %
all assertions hold
```
